\section*{How contact resistance lowers the figure of merit of a thermoelectric leg}

\section*{Problem}

A thermoelectric leg on a chip has length $L=10\ \mu\mathrm{m}$ and resistivity $\rho=0.001\ \Omega\,\mathrm{cm}$. Each of its two end faces meets a metal electrode through a contact of specific resistance $\rho_c=1\ \mu\Omega\,\mathrm{cm}^2$; a contact of area $A$ therefore has resistance $\rho_c/A$.

\begin{enumerate}
\item Show that the two contacts reduce the effective figure of merit threefold.
\item The leg is used as a cooler with its hot end held at $300$ K. Its Seebeck coefficient is $S=200\ \mu\mathrm{V/K}$ and its thermal conductivity is $\kappa=1.2\ \mathrm{W/(m\,K)}$. Find the largest temperature difference it can reach, with and without the contacts. Is this also reduced threefold?
\item The same leg generates power between $320$ K and $300$ K. Find its best efficiency in both cases.
\item How long must the leg be to keep 90 percent of the figure of merit of its material? If the length stays at $10\ \mu$m, how good must the contacts be?
\end{enumerate}

Assume that current and heat flow along the leg through the same area $A$, that $S$, $\rho$ and $\kappa$ do not depend on temperature, and that the end temperatures are fixed. The contacts are ohmic, with no thermal resistance and no thermopower of their own.

\section*{Hints}

\begin{enumerate}
\item The figure of merit of a device is $Z_{\rm eff}=S_{\rm dev}^2/(RK)$, where $S_{\rm dev}$ is the open-circuit voltage per kelvin, $R$ the total electrical resistance and $K$ the thermal conductance. Ask which of the three the contacts change. Write the length in centimetres before multiplying by $\rho$.
\item Find where the Joule heat goes. Heat made inside the leg can leave by either end; heat made in a contact is already at an end.
\item For the generator, describe the load by the ratio $m$ of its resistance to the internal resistance, and maximise over $m$.
\item The ratio $\rho_c/\rho$ is a length.
\end{enumerate}

\section*{Solution}

\subsection*{1. The figure of merit}

The leg and the contacts carry the same current, so their resistances add:
\begin{equation}
R=\frac{\rho L}{A}+\frac{2\rho_c}{A}=\frac{r}{A},\qquad r=\rho L+2\rho_c .
\end{equation}
Since the contacts have no thermal resistance, the whole temperature difference $\Delta T$ lies across the leg. The open-circuit voltage is then $S\Delta T$, so $S_{\rm dev}=S$, and the thermal conductance is $K=\kappa A/L$. The area cancels:
\begin{equation}
Z_{\rm eff}=\frac{S^2}{RK}=\frac{S^2L}{\kappa(\rho L+2\rho_c)} .
\end{equation}
The material itself has $Z=S^2/(\rho\kappa)$, which is the same expression with $\rho_c=0$. Dividing,
\begin{equation}
\frac{Z_{\rm eff}}{Z}=\frac{\rho L}{\rho L+2\rho_c}=\frac{1}{1+2\rho_c/(\rho L)} .
\label{ratio}
\end{equation}
With $L=10\ \mu\mathrm{m}=10^{-3}$ cm,
\begin{equation}
\rho L=(10^{-3}\ \Omega\,\mathrm{cm})(10^{-3}\ \mathrm{cm})=1\ \mu\Omega\,\mathrm{cm}^2 .
\end{equation}
Each contact resists as much as the whole leg. The total is $r=1+1+1=3\ \mu\Omega\,\mathrm{cm}^2$, and $Z_{\rm eff}/Z=1/3$. Neither $S$ nor $\kappa$ was needed.

\subsection*{2. The cooler}

The definition of $Z_{\rm eff}$ contains only the total resistance. A cooler also depends on where the heat is released, so its heat balance has to be worked out.

Let $x$ run from the cold end, at $T_c$, to the hot end, at $T_h$, and let $\Delta T=T_h-T_c$. Take $S>0$ and a current density $j>0$ along $+x$, so that the current carries heat from cold to hot. With constant $S$ there is no Thomson heat, and the steady temperature in the leg obeys
\begin{equation}
\kappa\frac{d^2T}{dx^2}+\rho j^2=0 .
\end{equation}
The solution with the given end temperatures is
\begin{equation}
T(x)=T_c+\Delta T\,\frac{x}{L}+\frac{\rho j^2}{2\kappa}\,x(L-x),
\end{equation}
since the last term has second derivative $-\rho j^2/\kappa$ and vanishes at both ends. The heat flux conducted into the cold end is
\begin{equation}
\kappa\left.\frac{dT}{dx}\right|_{0}=\frac{\kappa\Delta T}{L}+\frac{1}{2}\rho Lj^2 .
\end{equation}
Half of the leg's Joule heat thus arrives at the cold end. The cold contact releases a further $j^2\rho_c$. As the contact has no thermal resistance, the end of the leg stays at $T_c$ and the profile above is unchanged; all of the contact heat must therefore be taken up on the cold side. The Joule heat reaching that side is
\begin{equation}
\frac{1}{2}\rho Lj^2+\rho_cj^2=\frac{1}{2}j^2(\rho L+2\rho_c)=\frac{1}{2}j^2r .
\end{equation}
This is what a uniform leg of total resistance $r/A$ would deliver. The agreement depends on the two contacts being equal.

The Peltier effect removes $STj$ at $T=T_c$. The heat flux extracted from a load is the difference,
\begin{equation}
q_c=ST_cj-\frac{1}{2}j^2r-\frac{\kappa}{L}(T_h-T_c) .
\label{balance}
\end{equation}
The temperature difference is largest with no load, $q_c=0$, which gives
\begin{equation}
T_c(j)=\frac{\kappa T_h/L+j^2r/2}{\kappa/L+Sj} .
\end{equation}
Differentiating the condition $q_c=0$ with respect to $j$ at fixed $T_h$,
\begin{equation}
ST_c-jr+\left(Sj+\frac{\kappa}{L}\right)\frac{dT_c}{dj}=0
\quad\Rightarrow\quad
\frac{dT_c}{dj}=-\frac{ST_c-jr}{Sj+\kappa/L} .
\end{equation}
At $j=0$ the slope is negative, and at large $j$ the temperature $T_c(j)$ rises because of the Joule term. The minimum lies where the slope vanishes, at
\begin{equation}
j=\frac{ST_c}{r} .
\label{jopt}
\end{equation}
Putting this into $q_c=0$, the first two terms of (\ref{balance}) become $S^2T_c^2/r-S^2T_c^2/(2r)=S^2T_c^2/(2r)$. Hence
\begin{equation}
\Delta T_{\max}=\frac{S^2L}{2\kappa r}T_c^2=\frac{1}{2}Z_{\rm eff}T_c^2 .
\label{span}
\end{equation}
The figure of merit found in part 1 does govern this cooler. Since $T_c$ is itself unknown, write $\Delta T_{\max}=T_h-T_c$ to obtain $\frac12Z_{\rm eff}T_c^2+T_c-T_h=0$. The positive root is
\begin{equation}
T_c=\frac{\sqrt{1+2Z_{\rm eff}T_h}-1}{Z_{\rm eff}} .
\label{tcold}
\end{equation}

For the numbers, $\rho=10^{-5}\ \Omega\,\mathrm{m}$ gives
\begin{equation}
ZT_h=\frac{(2\times10^{-4}\ \mathrm{V/K})^2(300\ \mathrm{K})}{(10^{-5}\ \Omega\,\mathrm{m})(1.2\ \mathrm{W/(m\,K)})}=1.00 ,
\end{equation}
so $Z_{\rm eff}T_h=0.333$, and
\begin{align}
\text{no contacts:}\quad &T_c=300(\sqrt{3}-1)=219.6\ \mathrm{K},& \Delta T_{\max}&=80.4\ \mathrm{K},\\
\text{contacts:}\quad &T_c=900(\sqrt{5/3}-1)=261.9\ \mathrm{K},& \Delta T_{\max}&=38.1\ \mathrm{K}.
\end{align}
The cooling span falls by a factor of $2.11$, not three. Equation (\ref{span}) shows why: the better cooler has a colder cold end, which weakens its own Peltier cooling. The ratio of spans is $3\times(219.6/261.9)^2=2.11$. When $ZT_h\ll1$, both cold ends stay close to $T_h$, the spans tend to $\frac12ZT_h^2$ and $\frac12Z_{\rm eff}T_h^2$, and their ratio tends to three.

These results were compared with a numerical calculation that does not use $Z_{\rm eff}$. The leg was divided into 100 cells between two contact layers, energy was conserved at every node, and the current was varied to find the lowest cold temperature. It gave $80.38$ K and $38.10$ K, the same as (\ref{tcold}) to the digits shown.

The best current density with contacts follows from (\ref{jopt}):
\begin{equation}
j=\frac{(2\times10^{-4}\ \mathrm{V/K})(261.9\ \mathrm{K})}{3\times10^{-6}\ \Omega\,\mathrm{cm}^2}=1.75\times10^4\ \mathrm{A/cm^2} .
\end{equation}
With no load, the heat leaving the hot end equals the electrical power supplied. The voltage is $S\Delta T+jr=S\Delta T+ST_c=ST_h=0.060$ V, so the heat flux is $jST_h$, about $1050\ \mathrm{W/cm^2}$. Holding the hot end at 300 K against such a flux is a demanding condition.

\subsection*{3. The generator}

Now let $j$ denote the size of a current that flows from hot to cold and drives a load. The hot reservoir supplies Peltier heat and conducted heat, and gets back half of the leg's Joule heat and all of the hot contact's. Per unit area,
\begin{equation}
q_h=ST_hj+\frac{\kappa}{L}\Delta T-\frac{1}{2}j^2r,\qquad
p=S\Delta T\,j-j^2r ,
\end{equation}
where $p$ is the power delivered to the load. For a load resistance $mr/A$, the current is $j=S\Delta T/[(1+m)r]$ and $p=mrj^2$. Divide both $p$ and $q_h$ by $S^2\Delta T/[(1+m)^2r]$ and use $\kappa r/(LS^2)=1/Z_{\rm eff}$:
\begin{equation}
\eta=\frac{p}{q_h}=\frac{m\,\Delta T}{(1+m)T_h+(1+m)^2/Z_{\rm eff}-\Delta T/2} .
\end{equation}
Let $T_m=(T_h+T_c)/2=T_h-\Delta T/2$. Expanding the denominator and dividing it by $m$,
\begin{equation}
\frac{\Delta T}{\eta}=\frac{T_m+1/Z_{\rm eff}}{m}+\frac{m}{Z_{\rm eff}}+T_h+\frac{2}{Z_{\rm eff}} .
\end{equation}
The first two terms have their smallest sum when they are equal, at $m^2=1+Z_{\rm eff}T_m$. That sum is $2m/Z_{\rm eff}$, so
\begin{equation}
\frac{\Delta T}{\eta_{\max}}=T_h+\frac{2(1+m)}{Z_{\rm eff}} .
\end{equation}
Since $1/Z_{\rm eff}=T_m/(m^2-1)$, the last term equals $2T_m/(m-1)=(T_h+T_c)/(m-1)$, and
\begin{equation}
\eta_{\max}=\frac{(m-1)\Delta T}{mT_h+T_c},\qquad m=\sqrt{1+Z_{\rm eff}T_m} .
\end{equation}
Here $T_m=310$ K. Without contacts $m=\sqrt{1+310/300}=1.426$; with them $m=\sqrt{1+310/900}=1.160$. The best efficiencies are $1.13$ percent and $0.475$ percent, a reduction by a factor of $2.4$. The efficiency again falls by a smaller factor than $Z$, because at these values it grows more slowly than in proportion to $Z$. When $ZT_m\ll1$ it is proportional to $Z$, and the factor tends to three.

\subsection*{4. Length of the leg}

With $\ell=\rho_c/\rho$, equation (\ref{ratio}) reads
\begin{equation}
\frac{Z_{\rm eff}}{Z}=\frac{1}{1+2\ell/L} .
\end{equation}
The length $\ell$ is that of a piece of leg with the resistance of one contact; here it is $10\ \mu$m. Keeping 90 percent requires $1+2\ell/L=10/9$, so
\begin{equation}
L=18\,\ell=180\ \mu\mathrm{m}
\qquad\text{or, at } L=10\ \mu\mathrm{m},\qquad
\rho_c=\frac{\rho L}{18}=0.056\ \mu\Omega\,\mathrm{cm}^2 .
\end{equation}

For $L\gg\ell$ the contacts no longer matter. For $L\ll\ell$ the ratio tends to $L/(2\ell)$, and shortening the leg lowers $Z_{\rm eff}$ in proportion. A short leg still has a use, since it pumps a larger heat flux. At $\Delta T=0$ and temperature $T$, the largest $q_c$ in (\ref{balance}) occurs at $j=ST/r$:
\begin{equation}
q_{c,\max}=\frac{S^2T^2}{2(\rho L+2\rho_c)}\ \longrightarrow\ \frac{S^2T^2}{4\rho_c}\qquad(L\to0).
\end{equation}
In this model, which has no thermal resistance at the contacts and fixed end temperatures, the flux would grow without limit as $L$ shrinks if $\rho_c$ were zero; the contact resistance sets a ceiling. The length that suits a device therefore depends on whether it must reach a large temperature difference or remove a large heat flux.

\subsection*{Comparison with real devices}

The material values are rough ones for bismuth telluride alloys near room temperature; $ZT=1$ is good for such a material, and thin films often fall below it. Contact resistance depends strongly on surface preparation, and careful work can give values roughly ten times lower than the one used here. With $\rho_c=0.1\ \mu\Omega\,\mathrm{cm}^2$, equation (\ref{ratio}) gives $1/1.2$, a loss of 17 percent. The assumption of a fixed hot-end temperature can also fail, above all under a dense array of legs. If legs cover the whole surface of a silicon substrate $500\ \mu$m thick, with conductivity $150\ \mathrm{W/(m\,K)}$ and its back at 300 K, the largest cooling below the 300 K of the silicon's back drops from $38.1$ to $21.7$ K, even with the current chosen afresh. For one isolated leg, $20\ \mu$m square, the heat spreads sideways in the silicon and the cooling, measured in the same way, is $37.6$ K.

Other neglected effects, each added alone to the case with contacts, change the $38.1$ K as follows.
\begin{itemize}
\item A Seebeck coefficient proportional to temperature, equal to $200\ \mu$V/K at 300 K, gives $35.1$ K. The span without contacts becomes $73.6$ K, so the ratio of spans hardly changes.
\item A thermal boundary resistance $R_b=10^{-7}\ \mathrm{m^2K/W}$ at each contact, lying between the metal and the face of the leg where the Peltier heat is exchanged, gives $37.2$ to $37.3$ K at the cold metal, depending on which side receives the contact's Joule heat. The placement matters: if the Peltier heat were exchanged on the metal side of the boundary, the two resistances would add to the thermal resistance of the leg, $Z_{\rm eff}$ would rise by the factor $1+2R_b\kappa/L=1.024$, and the span would increase to $38.8$ K.
\item The electrical resistance of one square of copper lead, $2\ \mu$m thick and of resistivity $1.7\ \mu\Omega\,\mathrm{cm}$, at each end of the $20\ \mu$m leg gives $37.4$ K. This leaves out heat conducted along the lead, which is allowed only if the cold lead runs to something equally cold, such as the next leg of a couple. If that one square instead ran from the cold end to a body at 300 K, it would conduct about 16 times as much heat as the leg (taking $390\ \mathrm{W/(m\,K)}$ for copper), and the span would fall to about $3$ K.
\end{itemize}

Two assumptions about the contacts deserve care. At the best current each contact drops $17.5$ mV, which is not small beside $k_BT/e=25.9$ mV. If the resistance comes from a barrier, its current need not be proportional to voltage, and $\rho_c$ should be measured at the working current. The second concerns heat. If electrons alone carried heat through the contact, the Wiedemann--Franz law would give it a thermal resistance of about $1.4\times10^{-5}\ \mathrm{m^2K/W}$ with the Lorenz number of a metal, and more with the smaller one of a semiconductor. Even the first value exceeds the $0.83\times10^{-5}\ \mathrm{m^2K/W}$ of the leg. Neglecting this resistance is justified only if lattice vibrations carry the heat across.

\section*{Variation 1: unequal contacts}

\textit{The total contact resistance stays at $2\ \mu\Omega\,\mathrm{cm}^2$, but all of it sits at one end. What is the largest cooling span?}

The total $R$ is unchanged, so $S^2/(RK)$ is still $Z/3$. The Joule heat reaching the cold side, however, is now $j^2(\frac12\rho L+\rho_{c,\rm cold})$. The derivation in part 2 holds with $r$ replaced by
\begin{equation}
r_{\rm cool}=\rho L+2\rho_{c,\rm cold} .
\end{equation}
If the resistance is all at the cold end, $r_{\rm cool}=1+2\times2=5\ \mu\Omega\,\mathrm{cm}^2$. Cooling is governed by $Z/5$, and (\ref{tcold}) gives $T_c=1500(\sqrt{1.4}-1)=274.8$ K, a span of $25.2$ K. If it is all at the hot end, $r_{\rm cool}=\rho L$ and the full $80.4$ K returns, provided that the hot end is still held at 300 K. The price is extra electrical power and extra heat to remove there: at the best current the heat flux leaving the hot end is about $6500\ \mathrm{W/cm^2}$, against $1050\ \mathrm{W/cm^2}$ with equal contacts. When only one contact can be improved, the cold one should be chosen if the aim is a large cooling span.

\section*{Variation 2: a filled gap}

\textit{The contacts are equal again, but an equal area of silicon oxide, with conductivity $\kappa_f=1.4\ \mathrm{W/(m\,K)}$, stands beside the leg and joins the same hot and cold ends. What happens to the figure of merit and the span?}

The oxide carries heat but no current. It leaves $S$ and $R$ alone and adds to the thermal conductance, which becomes $K=(\kappa+\kappa_f)A/L$. Therefore
\begin{equation}
Z'=\frac{Z_{\rm eff}}{1+\kappa_f/\kappa},\qquad
Z'T_h=\frac{0.333}{1+1.4/1.2}=0.154 .
\end{equation}
The Joule heat still divides equally between the ends, because the leg and the filling are uniform along their length. Equation (\ref{tcold}) with $Z'$ gives $T_c=279.9$ K and a span of $20.1$ K, little more than half of the $38.1$ K. With air in the gap, $\kappa_f=0.026\ \mathrm{W/(m\,K)}$, conduction alone lowers the span only slightly, to $37.5$ K. Contacts and filling act on different factors of $RK$, so their reductions of the figure of merit multiply: $3\times2.17=6.5$ for the oxide.

\section*{Computed values}
\begin{verbatim}
leg length: 10 um
leg resistivity: 0.001 ohm cm
each contact: 1.00 uohm cm2
leg resistance x area: 1.00 uohm cm2
total resistance x area: 3.00 uohm cm2
Z_eff/Z, formula: 0.3333
Z/Z_eff, from chain: 3.0000
Seebeck coefficient: 200 uV/K
thermal conductivity: 1.20 W/(m K)
hot side: 300 K
ZT at 300 K, no contacts: 1.000
ZT at 300 K, with contacts: 0.333
max cooling, no contacts, formula: 80.38 K
max cooling, no contacts, chain: 80.38 K
max cooling, contacts, formula: 38.10 K
max cooling, contacts, chain: 38.10 K
ratio of cooling spans: 2.11
cold end with contacts: 261.90 K
best current density, contacts: 1.746e+04 A/cm2
heat flux at hot side: 1048 W/cm2
both contacts' resistance at cold end: 25.18 K
both contacts' resistance at hot end: 80.38 K
cooling Z loss, all at cold end: 5.00
generator ends: 320 K and 300 K
best efficiency, no contacts: 1.126 %
best efficiency, contacts: 0.475 %
contact length rho_c/rho: 10.0 um
leg length to keep 90 % of Z: 180 um
contact to keep 90 % at 10 um: 0.0556 uohm cm2
Neglected effects: max cooling with contacts
S proportional to T: 35.07 K
S proportional to T, no contacts: 73.62 K
boundary resistance input: 1.0e-07 m2 K/W
with thermal boundaries: 37.28 K
square leg edge: 20 um
copper: 1.7 uohm cm, 2 um thick
copper lead, each end: 0.034 uohm cm2
with copper leads: 37.45 K
air, oxide conductivity: 0.026, 1.4 W/(m K)
equal area of air beside leg: 37.47 K
equal area of oxide beside leg: 20.09 K
silicon: 150 W/(m K), 500 um thick
isolated leg on silicon: 37.63 K
dense array on silicon: 21.68 K
voltage across one contact: 17.5 mV
kT/e at 300 K: 25.9 mV
leg thermal resistance: 8.33e-06 m2 K/W
contact, electrons alone: 1.36e-05 m2 K/W
\end{verbatim}
